# Why Spurious Electron Spill-Over Spoils Metal-Oxide Barriers from Semilocal Supercells

**Question.** A metal-oxide supercell is computed with a semilocal functional, which puts the oxide's conduction band minimum (CBM) too low. Why can the barrier not always be repaired by adding the known CBM error at the end, and how wrong can the repaired value be?

**Answer.** The repair assumes that the band error leaves the charge density alone. Apart from changes in the tails of metal states inside the oxide, that holds while the misplaced CBM stays above the metal's Fermi level. If it falls below, electrons enter the oxide, their charge lifts all the oxide's levels, and a correction to the eigenvalues does not remove that electrostatic shift.

## Which barriers are affected

Measure energies from the Fermi level. Let $b$ be the bare semilocal barrier: the CBM minus the Fermi level, with the interface dipole included, before any electrons enter the conduction band. Let $D>0$ be the amount by which the functional puts the CBM too low. If the interface dipole is otherwise correct, the true barrier is $b+D$. There are three cases.

- For $b>0$, the conduction band stays empty at zero temperature, and adding $D$ afterwards is legitimate as far as the change in the metal states' tails can be neglected. In the quantum supercell described below, with a 4 nm slab and $D=1$ eV, that change contributes about 0.02 eV for $b=0.30$ eV and 0.03 eV for $b=0.05$ eV.
- For $b<0<b+D$, the band fills although it should be empty. This is the spurious case.
- For $b+D<0$, some spill-over is real, but the calculation starts it from a band that lies too deep by $D$.

## Why the functional allows the transfer

The fundamental gap is the total-energy difference $E(N+1)+E(N-1)-2E(N)$. It equals the Kohn-Sham gap plus a derivative discontinuity, a jump of the exact exchange-correlation potential as the electron number passes through an integer.

A smooth semilocal functional has no such jump. Because the energy is stationary with respect to the orbitals, its derivative with respect to an occupation $f$ is the orbital's eigenvalue, $dE/df=\varepsilon(f)$. Put one electron into an extended state of a crystal with $M$ cells. The density in each cell changes by an amount of order $1/M$. In a periodic calculation, where a uniform background neutralizes the added charge, the potential and $\varepsilon$ do too. (In an isolated piece of crystal the uncompensated charge shifts them by order $M^{-1/3}$, which also vanishes, but more slowly.) Integrating from $f=0$ to $1$ gives

$$E(N+1)-E(N)=\varepsilon_{\rm CBM}+O(1/M),$$

and likewise for removal from the valence band. The total-energy gap therefore tends to the Kohn-Sham gap. In a model ring with a local functional, the difference was 0.0161, 0.0080 and 0.0040 hopping units for 40, 80 and 160 cells, halving as expected.

An interacting two-site model, solved exactly, shows that the missing term can matter. With site energies $\pm1$, repulsion 5 and two electrons, in units of the hopping, the true gap is 3.742 and the exact Kohn-Sham gap 2.008. The true level for adding an electron is 4.371; the Kohn-Sham one is 2.637. A weakly coupled reservoir at 3.504 lies above the Kohn-Sham level, yet the stable electron number remains two. This is an existence proof, not a model of the oxide. A semilocal calculation has no jump to hold the electron back, so it fills the level.

## From spilled charge to band lifting

Take an undoped oxide slab, $0<z<L$, between identical short-circuited electrodes. Assume a rigid parabolic band of mass $m$, a linear permittivity $\epsilon$, zero temperature and ideal metal screening. Let $U(z)$ be the electrons' potential energy due to the spilled charge. The local CBM is $E_C=b+U$, and the local filling is

$$w(z)=-E_C(z)=-b-U(z).$$

In the Thomas-Fermi approximation, states are filled up to $k$ with $\hbar^2k^2/2m=w$. With two spins,

$$n=\frac{2}{(2\pi)^3}\frac{4\pi k^3}{3}=\frac{k^3}{3\pi^2}=\frac{1}{3\pi^2}\left(\frac{2mw}{\hbar^2}\right)^{3/2}.$$

The charge density is $-en$, so Poisson's equation for the electric potential is $V''=en/\epsilon$. Since $U=-eV$, we have $U''=-e^2n/\epsilon$, and $w''=-U''$ gives

$$w''=Cw^{3/2},\qquad C=\frac{e^2}{3\pi^2\epsilon}\left(\frac{2m}{\hbar^2}\right)^{3/2}.$$

Ideal electrodes fix $U=0$ at both faces, hence $w(0)=w(L)=w_0=-b$. By symmetry $w'=0$ at mid-slab, where $w=w_m$. Multiplying by $w'$ makes both sides derivatives:

$$\frac{d}{dz}\frac{w'^2}{2}=\frac{d}{dz}\left(\frac{2C}{5}w^{5/2}\right).$$

Integrating from mid-slab,

$$w'^2=a^2\left(w^{5/2}-w_m^{5/2}\right),\qquad a=\sqrt{4C/5}.$$

The filling falls from $w_0$ at the metal to $w_m$ at the centre, so the oxide levels there have risen by $U_{\rm mid}=w_0-w_m$.

The lineup considered here takes the electrostatic reference from mid-slab and attaches the bulk band edge to it. It gives $b+U_{\rm mid}=-w_m$. Adding the correction gives

$$\phi_{\rm reported}=D-w_m,\qquad \phi_{\rm reported}-\phi_{\rm true}=w_0-w_m,$$

because $\phi_{\rm true}=D-w_0$. Starting from the valence band edge does not help: $U$ shifts both edges equally.

## How the result depends on thickness

On the first half of the slab $w$ decreases, so $dz=-dw/|w'|$. With $t=w/w_m$,

$$\frac L2=\int_{w_m}^{w_0}\frac{dw}{|w'|}=\frac{1}{a\,w_m^{1/4}}\int_1^{w_0/w_m}\frac{dt}{\sqrt{t^{5/2}-1}}.$$

The power $w_m^{-1/4}$ comes from $dw=w_m\,dt$ divided by $w_m^{5/4}$.

**Thick slab.** When $w_m\ll w_0$, write the integral as its value $I$ up to infinity minus a tail. Substituting $s=t^{-5/2}$, so that $dt=-\tfrac25s^{-7/5}ds$ and $\sqrt{t^{5/2}-1}=s^{-1/2}(1-s)^{1/2}$,

$$I=\frac25\int_0^1s^{-9/10}(1-s)^{-1/2}ds=\frac25B\left(\tfrac1{10},\tfrac12\right)=4.529,$$

where $B$ is the beta function. In the tail $t$ is large, so the integrand is nearly $t^{-5/4}$ and the tail is $4(w_m/w_0)^{1/4}$. Thus

$$\frac{aLw_m^{1/4}}2=I-4\left(\frac{w_m}{w_0}\right)^{1/4}.$$

Collecting the terms in $w_m^{1/4}$ and defining $z_0=4w_0^{-1/4}/a$,

$$w_m\simeq\left[\frac{2I}{a(L+2z_0)}\right]^4.$$

As $L\to\infty$ at zero temperature, $w_m\to0$ and the reported barrier tends to $D$ for every metal with $b<0$. The barrier then looks pinned, although the model contains no interface states that could pin it.

The remaining memory of the metal is $S=d\phi_{\rm reported}/d\phi_{\rm true}$ at fixed $D$ and $L$. Both barriers contain a minus sign, so $S=dw_m/dw_0$. From $dz_0/dw_0=-z_0/(4w_0)$,

$$S\simeq-\frac{4w_m}{L+2z_0}\,2\frac{dz_0}{dw_0}=\frac{2z_0w_m}{w_0(L+2z_0)}.$$

A faithful calculation has $S=1$; here $S$ falls with thickness, approaching $L^{-5}$ once $L\gg2z_0$.

**Thin slab.** When the filling hardly changes, $w''\simeq Cw_0^{3/2}$. Integrating twice over the distance $L/2$ gives

$$U_{\rm mid}\simeq\tfrac12Cw_0^{3/2}(L/2)^2=\tfrac18Cw_0^{3/2}L^2.$$

This requires $U_{\rm mid}\ll w_0$, or $L^2\ll8/(C\sqrt{w_0})$. The electrostatic error vanishes as $L\to0$, but such a slab may have no bulk-like middle from which to take a reference.

## A worked case

Take rough parameters in the regime of molybdenum on amorphous indium gallium zinc oxide: mass $0.30\,m_e$, relative permittivity 12, true barrier 0.30 eV and $D=1.00$ eV. Then $b=0.30-1.00=-0.70$ eV and $w_0=0.70$ eV. The constants are $C=1.125$ nm$^{-2}$ eV$^{-1/2}$, $a=0.949$ nm$^{-1}$ eV$^{-1/4}$ and $z_0=4.61$ nm.

For $L=4$ nm, the thick-slab formula gives

$$w_m\simeq\left[\frac{2(4.529)}{0.949(4+9.22)}\right]^4\simeq0.272\ {\rm eV}.$$

The full integral gives 0.269 eV. The reported barrier is $1.00-0.269=0.731$ eV, which is 0.431 eV above the true one.

The interface field is $|w'(0)|/e$, or 5.79 MV/cm. It belongs to the faulty calculation, not to the real contact, and at this strength a constant permittivity is itself an approximation. Integrating $w''=e^2n/\epsilon$ across the slab gives a sheet density $2\epsilon|w'(0)|/e^2=7.7\times10^{13}$ cm$^{-2}$. In this case all of that charge is spurious.

Three metals with true barriers of 0.1, 0.3 and 0.5 eV, all with the same $D$, give these reported values:

- at 4 nm: 0.679, 0.731 and 0.789 eV;
- at 8 nm: 0.892, 0.906 and 0.921 eV;
- at 32 nm: 0.997 eV for all three.

At 8 nm, $w_m=1.00-0.906=0.094$ eV, so $S\simeq9.22(0.094)/[0.70(17.22)]\simeq0.072$. A change of metal is reported at about 7% of its true size.

Convergence with thickness is thus no proof of correctness. For the middle metal at zero temperature, the result moves by 0.018 eV between 16 and 32 nm, while its error is near 0.7 eV. A better warning is the sign of the uncorrected lineup: in this zero-temperature model $-w_m$ stays negative whenever $b<0$. The warning is useful only in thin slabs. With electrons at 300 K, the same model puts the mid-slab CBM of the middle metal at about 0.00 eV for 16 nm and at $+0.05$ eV for 32 nm, and a larger Fermi-Dirac smearing hides the sign sooner: with a width of 0.10 eV the value is already $+0.15$ eV at 16 nm.

## Does the effect survive quantum mechanics?

Thomas-Fermi theory omits tunnelling and quantized motion. A self-consistent Schrödinger-Poisson supercell includes both, with the metal represented by a well 6 nm thick and 3 eV deep that has the same mass as the oxide; it is a model metal, not molybdenum. The metal's screening is still taken as ideal. For $b=-0.70$ eV, its mid-slab CBM is $-0.256$ eV at 4 nm and $-0.089$ eV at 8 nm, close to the Thomas-Fermi values of $-0.269$ and $-0.094$ eV.

The same supercell separates the two ways of applying $D$. Added after self-consistency at 8 nm, it gives 0.911 eV. Included during self-consistency, it makes the starting barrier $+0.30$ eV and gives 0.338 eV at both thicknesses. The extra 0.038 eV comes from metal states decaying into the oxide. In a full calculation it would be part of the interface dipole already included in $b$; this supercell adds it to the chosen $b$. Its size depends on the model metal: a well 10 eV deep gives 0.091 eV instead. For the 3 eV well, the error of the late correction, relative to the early one, is 0.573 eV. The last digit of these supercell values is uncertain by 1 to 2 meV. Thickening the well from 6 to 9 nm moves the 4 nm value of $-0.256$ eV by $-2.4$ meV, and semi-infinite metals on a finer grid give $-0.258$, 0.339, 0.092 and 0.572 eV in place of $-0.256$, 0.338, 0.091 and 0.573 eV.

Adding $D$ alone is therefore not enough. A late repair would also have to compute the potential of the spilled charge and subtract it. When the spill-over is spurious, it is more direct to prevent it. One can use a method whose own bare barrier is positive, or prevent occupation of the oxide's conduction states; in the Thomas-Fermi model, $n=0$ gives $U=0$.

## How far the numbers can be trusted

At 4 nm, the error of 0.431 eV changes as follows when one assumption is altered at a time:

- a metal screening length of 0.05 nm raises it to 0.494 eV;
- a permittivity of 4, representing clamped ions, raises it to 0.578 eV;
- band nonparabolicity of 0.5 eV$^{-1}$ raises it to 0.464 eV;
- a mass of $0.20\,m_e$ lowers it to 0.332 eV.

In the quantum supercell with a 4 nm slab, raising the electronic temperature from 116 to 300 K moves the mid-slab CBM by about 1 meV or less: 0.4 meV with the 6 nm well, 1.2 meV with semi-infinite metals, against 1.1 meV in Thomas-Fermi theory. Thick slabs are much more sensitive.

The mass and permittivity are ordinary rough values for this oxide. The barrier depends on processing, and $D$ on the functional, so neither should be read as a property of every such contact. Real films also contain donors. A uniform ionized density $N$ bends the bands by $e^2NL^2/(8\epsilon)$ between face and centre. Scaling from the interface electron density, 0.437 nm$^{-3}$, for which $e^2n/\epsilon=Cw_0^{3/2}=0.66$ eV/nm$^2$, a donor density of $10^{18}$ cm$^{-3}$ gives about 3 meV in a 4 nm slab. Disorder, band-tail states and interfacial reactions are not included and could change the true barrier itself. The numerical output below gives the remaining values.

## Calculated quantities

```
TWO-SITE MODEL (units of hopping): bias 2.0 repulsion 5.0
true gap 3.742, exact Kohn-Sham gap 2.008, discontinuity 1.734
affinity level: Kohn-Sham 2.637, true 4.371
reservoir level 3.504: stable electron number 2
LOCAL FUNCTIONAL CRYSTAL: Kohn-Sham gap 1.2381 hopping
  40 cells: total-energy gap minus KS gap 0.01610 hopping
  80 cells: total-energy gap minus KS gap 0.00804 hopping
  160 cells: total-energy gap minus KS gap 0.00402 hopping
OXIDE MODEL, rough parameters
mass 0.30 m_e, relative permittivity 12
true barrier 0.30 eV, CBM shift 1.00 eV, bare barrier -0.70 eV
C = 1.1253 nm^-2 eV^-1/2, a = 0.9488 nm^-1 eV^-1/4
I = 4.5292, z0 = 4.609 nm
density at interface 0.4370 nm^-3, counted 0.4374 nm^-3
slab 4 nm: wm 0.2689 eV, asymptotic 0.2722 eV
  band lifting = barrier error 0.4311 eV
  interface field 5.79 MV/cm
  spilled electrons, both sides 7.680e+13 cm^-2
REPORTED BARRIER (eV) after adding the shift; true 0.1, 0.3, 0.5 eV
  L    2 nm: 0.396  0.512  0.635   memory S 0.5971
  L    4 nm: 0.679  0.731  0.789   memory S 0.2718
  L    8 nm: 0.892  0.906  0.921   memory S 0.0724
  L   16 nm: 0.978  0.979  0.982   memory S 0.0107
  L   32 nm: 0.997  0.997  0.997   memory S 0.0009
QUANTUM SUPERCELL: mid-slab CBM minus Fermi level (eV)
  bare -0.70 eV: L 4 nm -0.2564, L 8 nm -0.0889
  bare -0.40 eV: L 4 nm -0.1671, L 8 nm -0.0610
  bare +0.30 eV: L 4 nm +0.3380, L 8 nm +0.3380
  thickness drift: bare<0 167.5 meV, bare>0 0.004 meV
  memory S at 8 nm 0.093
  shift added after: 0.9111 eV; inside: 0.3380 eV
  error of adding it after 0.5730 eV
  change on halving grid step 0.05 nm 0.08 meV
  change on metal 6 to 9 nm -2.37 meV
  change on kT 0.010 to 0.0259 eV 0.41 meV
NEGLECTED EFFECTS: mid-slab CBM minus Fermi level, 4 nm slab (eV)
  simple model -0.2689
  metal screening length 0.05 nm: -0.2064
  clamped ions, permittivity 4: -0.1221
  nonparabolicity 0.5 per eV: -0.2356
  lighter mass 0.20: -0.3677
```
